Two-Site Chemical Exchange: Coalescence and Fast-Exchange Broadening

**Result**

A spin-1/2 nucleus without scalar couplings hops between two sites, A and B, whose resonance frequencies differ by Δν in Hz, or Δω = 2πΔν in rad/s. The populations are pA and pB = 1 − pA, the one-way rate constants are kAB and kBA, and kex = kAB + kBA.

For equal populations, kAB = kBA = k. If the natural linewidth is negligible, the two maxima of the spectrum merge at

k = πΔν/√2.   (1)

For any populations, when kex is much larger than Δω and both sites have the transverse relaxation rate R, there is one line. To leading order in Δω/kex it decays at the rate

R₂ = R + pA pB Δω²/kex.   (2)

The rate in (1) is the one-way rate; the corresponding kex is twice as large.

**Equations of motion**

Work in a frame rotating at the carrier frequency and write the transverse magnetization of each site as M = Mx + iMy. Free precession at ω then gives dM/dt = iωM. A hop is taken to be instantaneous, so a spin carries its transverse magnetization along unchanged, and the chance of hopping per unit time is independent of the spin's history. In a time dt a fraction kAB dt of the A magnetization moves to B, and a fraction kBA dt of the B magnetization moves to A. Adding precession and relaxation gives the transverse Bloch–McConnell equations:

dMA/dt = (iωA − RA − kAB) MA + kBA MB,
dMB/dt = kAB MA + (iωB − RB − kBA) MB.   (3)

Chemical equilibrium requires pA kAB = pB kBA. Hence kex = kAB + pA kAB/pB = kAB/pB, and

kAB = pB kex,   kBA = pA kex.   (4)

A short 90° pulse gives MA(0) = pA and MB(0) = pB in units of the total magnetization. The signal is S = MA + MB, and Δω = ωA − ωB is taken positive.

A direct simulation of hopping spins tests (3). With pA = 0.8, Δν = 100 Hz, kex = 800 s⁻¹, R = 0 and the carrier at the population-weighted mean frequency pA ωA + pB ωB, the average of exp(i × phase) over 200000 spins after 4 ms is 0.8087 + 0.0566i. Equations (3) give 0.8076 + 0.0562i, which differs from it by 0.0011 in the real part and 0.0004 in the imaginary part. Both differences are within two standard errors of the average, which are about 0.0006 and 0.001 for 200000 spins.

**Solution**

Both sites share an average precession and decay, which can be factored out. Define

ω̄ = pA ωA + pB ωB,   R̄ = pA RA + pB RB,
D = iΔω − (RA − RB).   (5)

Relative to the average iω̄ − R̄, site A has the complex frequency pB D and site B has −pA D. Setting M = exp[(iω̄ − R̄)t] m for each site turns (3) into

dmA/dt = pB(D − kex) mA + pA kex mB,
dmB/dt = pB kex mA − pA(D + kex) mB.   (6)

A solution proportional to exp(μt) exists if

[μ − pB(D − kex)][μ + pA(D + kex)] − pA pB kex² = 0.   (7)

The coefficient of μ is pA(D + kex) − pB(D − kex) = kex + (pA − pB)D, because pA + pB = 1. The constant term is −pA pB(D² − kex²) − pA pB kex² = −pA pB D². Therefore

μ² + bμ − pA pB D² = 0,   b = kex + (pA − pB)D,   (8)

μ± = ½[−b ± √(b² + 4pA pB D²)].   (9)

The roots satisfy μ₊ + μ₋ = −b and μ₊μ₋ = −pA pB D².

Let σ = mA + mB = a₊exp(μ₊t) + a₋exp(μ₋t). Initially σ(0) = pA + pB = 1. Adding the two lines of (6) cancels the exchange terms and leaves dσ/dt = D(pB mA − pA mB), which vanishes at t = 0. Thus a₊ + a₋ = 1 and a₊μ₊ + a₋μ₋ = 0, so that

a₊ = −μ₋/(μ₊ − μ₋),   a₋ = μ₊/(μ₊ − μ₋).   (10)

The absorption spectrum is the real part of ∫₀^∞ S(t) exp(−iωt) dt. With s = i(ω − ω̄) + R̄ this integral is

F = a₊/(s − μ₊) + a₋/(s − μ₋).

Over a common denominator the numerator is s − (a₊μ₋ + a₋μ₊). By (10) the bracket equals (μ₊² − μ₋²)/(μ₊ − μ₋) = μ₊ + μ₋ = −b. Hence

F = (s + b)/(s² + bs − pA pB D²).   (11)

This form has no singularity where the two roots coincide, and by continuity it holds there too.

Now let RA = RB = 0, x = ω − ω̄ and g = (pA − pB)Δω. Then s = ix, D = iΔω and b = kex + ig, and (11) becomes

F = [kex + i(x + g)]/(P + i kex x),   P = pA pB Δω² − x² − gx.

The real part has the numerator kex P + kex x(x + g) = kex pA pB Δω². Also P = −(x − pBΔω)(x + pAΔω) = −(ω − ωA)(ω − ωB). The spectrum is therefore

I(ω) = kex pA pB Δω² / [(ω − ωA)²(ω − ωB)² + kex²(ω − ω̄)²].   (12)

**Coalescence for equal populations**

Put pA = pB = ½, kex = 2k and δ = Δω/2. The sites lie at x = ±δ, and (12) reads

I = 2kδ² / [(x² − δ²)² + 4k²x²].   (13)

The numerator is constant, so maxima of I are minima of the denominator. As a function of x² the denominator is (x²)² + (4k² − 2δ²)x² + δ⁴, a parabola with its lowest point at

x² = δ² − 2k².   (14)

If the right side is positive there are two maxima. If it is zero or negative, the smallest denominator allowed by x² ≥ 0 is at x = 0, and there is one maximum. The change occurs at k = δ/√2 = 2πΔν/(2√2) = πΔν/√2, which is (1).

Before coalescence the maxima are 2√(δ² − 2k²) apart in rad/s. Dividing by 2π gives, in Hz,

separation = √(Δν² − 2k²/π²).   (15)

For Δν = 100 Hz, coalescence is at k = π × 100/√2 = 222.1 s⁻¹, or kex = 444.3 s⁻¹. The separation is 97.4 Hz at k = 50 s⁻¹, 89.3 Hz at 100 s⁻¹ and 43.5 Hz at 200 s⁻¹: the approach accelerates, and the last 43.5 Hz close over the final tenth of the range in k.

At coalescence the denominator of (13) is x⁴ + δ⁴. It doubles at x = ±δ, so the full width at half height is 2δ in rad/s, which is Δν in Hz. The merged line is at first as wide as the original splitting.

**Merging of maxima and merging of eigenvalues**

For equal populations and R = 0, equation (8) is μ² + 2kμ + δ² = 0, with roots

μ± = −k ± √(k² − δ²).   (16)

These coincide at k = δ = πΔν, which is 314.2 s⁻¹ in the example and larger than the coalescence rate. At that point (11) is F = (s + 2k)/(s + k)² = 1/(s + k) + k/(s + k)², and the signal is (1 + kt)exp(−kt).

Between the two rates the spectrum has one maximum although the signal still contains two frequencies. To see why, write μ± = −k ± iΩ with Ω = √(δ² − k²) for k < δ. Equation (10) gives a± = ½(1 ∓ ik/Ω). The line centred at +Ω contributes

Re[a₊/(k + i(x − Ω))] = ½[k − (k/Ω)(x − Ω)]/[k² + (x − Ω)²].   (17)

The first term is an ordinary absorption line. The second, dispersive term is positive for x < Ω, the side facing the other line, and negative on the far side. The line at −Ω is the mirror image. The dispersive terms therefore raise the middle of the spectrum and lower its outer parts.

Their effect on the merging can be measured by leaving them out. The function k/(k² + u²) has second derivative 2k(3u² − k²)/(k² + u²)³. The curvature at the centre of two absorption lines at ±Ω thus changes sign at k² = 3Ω² = 3(δ² − k²), or k = √3δ/2. This is 272.1 s⁻¹ in the example, and counting the maxima numerically confirms it. The dispersive parts bring the merging forward from 272.1 to 222.1 s⁻¹.

**Effect of the natural linewidth**

Let both sites relax at the same rate R, still with equal populations. Then s = R + ix, and (11) becomes

F = (R + 2k + ix)/[q − x² + 2i(R + k)x],   q = R² + 2kR + δ².

The numerator of Re F is (R + 2k)(q − x²) + 2(R + k)x² = (R + 2k)q + Rx². With y = x²,

I = (α + Ry)/(q² + ey + y²),   α = (R + 2k)q,   e = 4(R + k)² − 2q.   (18)

The derivative dI/dy has the sign of

R(q² + ey + y²) − (α + Ry)(e + 2y) = Rq² − αe − 2αy − Ry².

This decreases for y ≥ 0, so a maximum away from the centre exists if and only if Rq² > αe. Dividing by q and collecting terms, two maxima exist when

q(3R + 4k) > 4(R + 2k)(R + k)².   (19)

To first order in R the condition for equality is

4kδ² − 8k³ + (3δ² − 12k²)R = 0.

Insert k = k₀ + κR with k₀ = δ/√2, so that δ² = 2k₀². The first two terms give 8k(k₀² − k²) ≈ −16k₀²κR, and the last gives −6k₀²R. Hence κ = −3/8 and

k = πΔν/√2 − 3R/8 + terms of order R²/Δω.   (20)

Natural width makes the maxima merge at a slower exchange rate. For R = 2 s⁻¹ the example gives 221.4 s⁻¹. For R = 40 s⁻¹, (19) gives 207.0 s⁻¹ and the first-order formula 207.1 s⁻¹. If R ≥ √3δ, condition (19) already fails as k → 0: the lines are then unresolved without exchange, and there is no coalescence to observe.

**Unequal populations**

Equation (1) does not carry over to unequal populations. Take R = 0 and measure frequency from the midpoint of the sites, z = x + g/2. The denominator of (12) is (z² − Δω²/4)² + kex²(z − g/2)². Setting its derivative to zero and dividing by 4 gives

z³ + (kex²/2 − Δω²/4)z − kex²g/4 = 0.   (21)

Two minima of the quartic require three distinct real roots. A cubic z³ + Uz + W has them when 4U³ + 27W² < 0. Here 4U³ = −(Δω² − 2kex²)³/16 and 27W² = 27kex⁴g²/16. With w = (kex/Δω)², the condition for two maxima is

(1 − 2w)³ > 27w²(pA − pB)².   (22)

For 0 < w < ½ the left side falls and the right side rises, so there is one threshold. For equal populations it is w = ½, or kex = Δω/√2, in agreement with (1). Otherwise it is smaller. For unequal populations the two maxima do not meet. At the threshold (21) has the form (z − r)²(z + 2r), so W = 2r³. Since W = −kex²g/4 is not zero, r is not zero and has the sign opposite to g. The maximum of the less populated site therefore merges with the dip between the lines and becomes a shoulder, while the other maximum, at z = −2r, stays separate. For pA = 0.8 and Δν = 100 Hz the second maximum disappears at kex = 259.9 s⁻¹, compared with 444.3 s⁻¹ for equal populations.

**Slow exchange**

When kex is much smaller than Δω, (7) can be solved near the frequency of site A:

μ − pB(D − kex) = pA pB kex²/[μ + pA(D + kex)] ≈ pA pB kex²/D.

The right side is of second order in kex. To first order, the A line therefore decays at R̄ − Re[pB(D − kex)] = RA + pB kex = RA + kAB. Interchanging the sites gives RB + kBA for the B line. Each line is broadened by the rate at which spins leave its site, since a departing spin stops contributing coherently at the old frequency. With pA = 0.8 and kex = 20 s⁻¹ the expected additions are 4 and 16 s⁻¹; diagonalization gives 3.998 and 16.002 s⁻¹.

**Fast exchange**

Let kex be much larger than Δω and |RA − RB|. Equation (8) can be written μ = pA pB D²/(b + μ). For the small root, b + μ ≈ kex, so

μ₊ ≈ pA pB D²/kex.   (23)

Since Re D² = −Δω² + (RA − RB)², the decay rate of this mode is

R₂ = R̄ − Re μ₊ ≈ R̄ + pA pB[Δω² − (RA − RB)²]/kex.   (24)

For RA = RB = R this is (2).

To find the accuracy for equal relaxation rates, let c = pA pB Δω², so that μ = −c/(b + μ). One iteration gives μ₊ ≈ −c/b − c²/b³. With ε = (pA − pB)Δω/kex, 1/b = (1 − iε − ε² + …)/kex, and therefore

Re μ₊ ≈ −(c/kex)(1 − ε² + c/kex²),   Im μ₊ ≈ cε/kex.

Using (pA − pB)² = 1 − 4pA pB, the exchange contribution Rex = −Re μ₊ and the shift from ω̄ are

Rex ≈ (pA pB Δω²/kex)[1 − (1 − 5pA pB)(Δω/kex)²],   (25)

shift ≈ pA pB(pA − pB)Δω³/kex².   (26)

A positive shift is towards A, so the line is displaced from the average frequency towards the more populated site.

The other mode decays at about R + kex. By (10) its weight is a₋ ≈ μ₊/kex ≈ −pA pB Δω²/kex², which is small. What remains is a Lorentzian R₂/(R₂² + u²), with u measured from its centre. It falls to half height at u = ±R₂, so its full width is 2R₂ in rad/s, or R₂/π in Hz.

The broadening has a direct physical reading. The offset from ω̄ is pBΔω in A and −pAΔω in B, with variance pA pB²Δω² + pB pA²Δω² = pA pB Δω². If a spin is in A with probability PA, its mean offset is Δω(PA − pA). Since dPA/dt = −kAB PA + kBA(1 − PA) = −kex(PA − pA), the offset correlation function is

C(t) = pA pB Δω² exp(−kex t),   ∫₀^∞ C(t) dt = pA pB Δω²/kex.   (27)

Over a time t ≫ 1/kex the phase variance grows as 2t∫C dt. In fast exchange each visit to a site adds a phase of order Δω/kex, which is small. The phase is then a sum of many small, nearly independent contributions and is close to Gaussian, so to leading order in Δω/kex the average of exp(iφ) is exp(−⟨φ²⟩/2). It decays at the rate ∫C dt. Faster hopping narrows the line because each offset persists for a shorter time.

Take pA = 0.8, Δω = 628.32 rad/s, kex = 10⁴ s⁻¹ and R = 2 s⁻¹. Then

pA pB Δω²/kex = 0.16 × (628.32)²/10⁴ = 6.317 s⁻¹.

Diagonalization gives 6.312 s⁻¹, lower by the factor 1 − 0.2 × (0.0628)² = 0.9992 expected from (25). The predicted full width is (2 + 6.317)/π = 2.647 Hz, and the width measured on the computed spectrum is 2.646 Hz. The shift towards A is 0.038 Hz.

For equal populations, kex = 2k turns (2) into Rex = Δω²/(8k). With R = 0 the full width is πΔν²/(2k). For Δν = 100 Hz this gives 15.71 Hz at k = 1000 s⁻¹, where the spectrum has 16.11 Hz, and 3.142 Hz at k = 5000 s⁻¹, where it has 3.145 Hz. The formula is thus 2.5% below the true width in the first case and 0.1% below it in the second.

**Range of validity**

Equations (3) are closed because each spin is uncoupled and precesses freely. Scalar coupling to a nucleus of another isotope only shifts ωA and ωB, provided that the same nucleus stays coupled to the spin through every hop and keeps its spin state while the signal is recorded. Each multiplet component then obeys its own copy of (3). If a hop can bring a new coupling partner, the components mix and separate copies no longer suffice. For two nuclei of the same isotope, weak coupling in each site is not enough: if they exchange sites with each other, fast exchange gives them the same average frequency, and their coupling then acts as a strong one. With strong coupling the evolution also involves coherences that MA and MB do not describe, and a density-matrix treatment is needed. Equations (3) include neither refocusing pulses nor a spin-lock field, so (2) is the decay rate in free precession. The numerical check printed below covers both main results and the corrections to them.

Table of computed values

```
Splitting dnu = 100.0 Hz, dw = 628.319 rad/s
Hopping test: pA = 0.8, kex = 800 1/s, t = 4.0 ms, 200000 spins
  signal, hopping average = 0.8087+0.0566j (dimensionless)
  signal, rate equations  = 0.8076+0.0562j (dimensionless)
Time integration vs closed spectrum: deviation 5.8e-10
Equal populations, R = 0, one-way rate k:
  coalescence, pi*dnu/sqrt(2)  = 222.14 1/s
  coalescence, counted maxima  = 222.14 1/s
  kex at coalescence           = 444.29 1/s
  k = 50 1/s: maxima 97.43 Hz apart, eigenfrequencies 98.73 Hz apart
  k = 100 1/s: maxima 89.29 Hz apart, eigenfrequencies 94.80 Hz apart
  k = 200 1/s: maxima 43.52 Hz apart, eigenfrequencies 77.12 Hz apart
  full width at coalescence    = 100.00 Hz
  k = 1000 1/s: full width 16.105 Hz, pi*dnu^2/(2k) = 15.708 Hz
  k = 5000 1/s: full width 3.145 Hz, pi*dnu^2/(2k) = 3.142 Hz
  eigenvalues merge at k       = 314.16 1/s
  absorptive parts alone merge = 272.07 1/s
  R = 2 1/s: coalescence 221.39 1/s, first order 221.39 1/s
  R = 40 1/s: coalescence 206.98 1/s, first order 207.14 1/s
Unequal populations pA = 0.8, pB = 0.2:
  maxima merge (R = 0), formula kex = 259.91 1/s
  maxima merge (R = 0), counted kex = 259.91 1/s
  kex = 20 1/s: added decay A 3.998, B 16.002 1/s
Fast exchange, pA = 0.8, kex = 10000 1/s:
  pA*pB*dw^2/kex          = 6.3165 1/s
  broadening, eigenvalue  = 6.3115 1/s
  correlation integral    = 6.3165 1/s
  shift towards A         = 0.0379 Hz
  shift, leading formula  = 0.0379 Hz
  second mode weight      = -6.30e-04 (real part)
  full width, R = 2 1/s   = 2.6456 Hz
  (R + pA*pB*dw^2/kex)/pi = 2.6472 Hz
```
